# Three- and four-electron integrals in the strong-orthogonality functional for geminals: a numerical check

```python
"""Strong-orthogonality functional of a geminal u(1,2), Be atom, pair 1s^2:
  F[u] = <u|Q2 (f1+f2-2 eps) Q2|u> + 2 <u|Q2 (1/r12)|1s 1s>,
  Q2 = (1-P1)(1-P2),  P = sum_k |k><k| (occupied),  f = h + J - K.
Result under test: after expansion of P, J, K as integrations over extra
electrons, no connected integral has more than four electrons; with exact
orbitals only P2(J1-K1) and its mirror image need four.
Analytic many-electron Gaussian integrals are compared with a partial-wave
radial-grid evaluation in which Q2 is applied literally.
E = sum_k eps_k |k><k|.  J contains both spins.  Hartree atomic units."""
import numpy as np
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre
from scipy.sparse.csgraph import connected_components
from scipy.constants import physical_constants

Z = 4.0
GEMINALS = [(a, g) for a in (1.5, 4.0, 11.0) for g in (0.8, 5.0)]
M = len(GEMINALS)
PAIR = [np.array([[a + g, -g], [-g, a + g]]) for a, g in GEMINALS]
NORM = [(np.pi**2 / np.linalg.det(2 * B))**-0.75 for B in PAIR]

# Term: (number of coordinates, ket coordinates, orbital kernels, operator).
# The bra geminal always sits on coordinates 0 and 1.
TERMS = {
    "1":     (2, (0, 1), [], None),
    "h1":    (2, (0, 1), [], ("h", 0)),
    "J1":    (3, (0, 1), [(2, 2, "rho")], ("r", 0, 2)),
    "K1":    (3, (2, 1), [(0, 2, "P")], ("r", 0, 2)),
    "P1":    (3, (2, 1), [(0, 2, "P")], None),
    "E1":    (3, (2, 1), [(0, 2, "E")], None),
    "P2 h1": (3, (0, 2), [(1, 2, "P")], ("h", 0)),
    "P2 J1": (4, (0, 2), [(1, 2, "P"), (3, 3, "rho")], ("r", 0, 3)),
    "P2 K1": (4, (3, 2), [(1, 2, "P"), (0, 3, "P")], ("r", 0, 3)),
    "P1 h1": (3, (2, 1), [(0, 2, "P")], ("h", 2)),
    "P1 J1": (4, (2, 1), [(0, 2, "P"), (3, 3, "rho")], ("r", 2, 3)),
    "P1 K1": (4, (3, 1), [(0, 2, "P"), (2, 3, "P")], ("r", 2, 3)),
    "P1 P2": (4, (2, 3), [(0, 2, "P"), (1, 3, "P")], None),
}
FIVE = {"P1 P2 J1": (5, (2, 3), [], ("r", 2, 4)),
        "P1 P2 K1": (5, (4, 3), [], ("r", 2, 4))}


def fragments(term):
    """Sizes of the connected pieces; lines are geminals and 1/r factors."""
    n, ket, _, op = term
    lines = np.zeros((n, n))
    lines[0, 1] = lines[ket[0], ket[1]] = 1
    if op is not None and op[0] == "r":
        lines[op[1], op[2]] = 1
    labels = connected_components(lines, directed=False)[1]
    return sorted(np.bincount(labels).tolist(), reverse=True)


def integral(expo, n, gems, kernels, op=None):
    """Closed-form n-electron integral, summed over orbital primitives."""
    A, weight, B = np.zeros((1, n, n)), np.ones(1), None
    for i, j, m in gems:
        B = np.zeros((n, n))
        B[np.ix_([i, j], [i, j])] = PAIR[m]
        A, weight = A + B, weight * NORM[m]
    for i, j, D in kernels:
        add = np.zeros((len(expo), len(expo), n, n))
        add[:, :, i, i] += expo[:, None]
        add[:, :, j, j] += expo[None, :]
        A = (A[:, None] + add.reshape(1, -1, n, n)).reshape(-1, n, n)
        weight = np.outer(weight, D.ravel()).ravel()
    value = weight * (np.pi**n / np.linalg.det(A))**1.5
    if op is not None:
        inv = np.linalg.inv(A)
        i = op[1]
        if op[0] == "r":
            j = op[2]
            s = inv[:, i, i] + inv[:, j, j] - 2 * inv[:, i, j]
            value = value * 2 / np.sqrt(np.pi * s)
        else:  # one-electron Hamiltonian acting on the ket geminal
            kin = 3 * (B[i, i] - np.einsum("a,nab,b->n", B[i], inv, B[i]))
            value = value * (kin - 2 * Z / np.sqrt(np.pi * inv[:, i, i]))
    return value.sum()


def hartree_fock(expo):
    p = expo[:, None] + expo[None, :]
    nrm = (2 * expo / np.pi)**0.75
    nn = np.outer(nrm, nrm)
    S = nn * (np.pi / p)**1.5
    h = nn * (3 * np.outer(expo, expo) * np.pi**1.5 / p**2.5
              - 2 * np.pi * Z / p)
    P, Q = p[:, :, None, None], p[None, None]
    eri = (nn[:, :, None, None] * nn[None, None]
           * 2 * np.pi**2.5 / (P * Q * np.sqrt(P + Q)))
    D = np.zeros_like(S)
    for cycle in range(400):
        F = (h + 2 * np.einsum("abcd,cd->ab", eri, D)
             - np.einsum("acbd,cd->ab", eri, D))
        eps, c = eigh(F, S)
        new = c[:, :2] @ c[:, :2].T
        change = abs(new - D).max()
        D = new if cycle == 0 else 0.5 * (D + new)
    assert change < 1e-8
    return eps[:2], c[:, :2] * nrm[:, None], np.sum(D * (h + F))


def analytic(expo):
    """All matrices over the geminals from many-electron integrals."""
    eps, c, energy = hartree_fock(expo)
    D = c @ c.T
    kern = {"P": D, "rho": 2 * D, "E": (c * eps) @ c.T}
    mats = {}
    for name, (n, ket, ks, op) in TERMS.items():
        ks = [(i, j, kern[x]) for i, j, x in ks]
        mats[name] = np.array([[integral(
            expo, n, [(0, 1, a), (*ket, b)], ks, op)
            for b in range(M)] for a in range(M)])
    V, W = np.zeros((M, 2, 2)), np.zeros((M, 2, 2))
    g = np.zeros((2, 2))
    Di = np.outer(c[:, 0], c[:, 0])
    for k in range(2):
        for l in range(2):
            kl = (0, 1, np.outer(c[:, k], c[:, l]))
            g[k, l] = integral(expo, 2, [], [kl, (0, 1, Di)], ("r", 0, 1))
            for m in range(M):
                V[m, k, l] = integral(expo, 2, [(0, 1, m)], [kl])
                W[m, k, l] = (
                    integral(expo, 2, [(0, 1, m)], [kl], ("h", 0))
                    + integral(expo, 3, [(0, 1, m)],
                               [kl, (2, 2, 2 * D)], ("r", 0, 2))
                    - integral(expo, 3, [(2, 1, m)],
                               [kl, (0, 2, D)], ("r", 0, 2)))
    VW = np.einsum("mkl,nkl->mn", V, W)
    EVV = np.einsum("k,mkl,nkl->mn", eps, V, V)
    b2 = np.array([integral(expo, 2, [(0, 1, m)], [(0, 1, Di)],
                            ("r", 0, 1)) for m in range(M)])
    b3 = np.array([integral(expo, 3, [(0, 1, m)],
                            [(0, 2, D), (2, 1, Di)], ("r", 2, 1))
                   for m in range(M)])
    bp = np.einsum("mkl,kl->m", V, g)
    e = eps[0]
    common = {"1": -2 * e, "h1": 2, "J1": 2, "K1": -2, "P1": 4 * e,
              "P2 h1": -2, "P2 J1": -2, "P2 K1": 2, "P1 P2": -2 * e}
    general = dict(common, **{"E1": 2, "P1 h1": -4, "P1 J1": -4, "P1 K1": 4})
    exact_orb = dict(common, **{"E1": -2})

    def by_rank(coef, products):
        groups = {2: 0, 3: 0, 4: 0, "products": products}
        for name, x in coef.items():
            size = fragments(TERMS[name])
            key = size[0] if len(size) == 1 else "products"
            groups[key] = groups[key] + x * (mats[name] + mats[name].T) / 2
        return groups

    return dict(eps=eps, c=c, energy=energy, mats=mats, V=V,
                general=by_rank(general, 2 * (VW + VW.T) - 2 * EVV),
                exact_orb=by_rank(exact_orb, 2 * EVV),
                b={2: b2, 3: -2 * b3, "products": bp})


def radial_grid(expo, c, eps_i, R=18.0, N=220, lmax=20):
    """Functional from its definition: partial waves on a Lobatto grid."""
    x = np.concatenate([[-1.0], roots_jacobi(N - 2, 1, 1)[0], [1.0]])
    leg = eval_legendre(N - 1, x)
    w = R / (N * (N - 1) * leg**2)
    diff = x[:, None] - x[None, :]
    np.fill_diagonal(diff, 1.0)
    der = leg[:, None] / leg[None, :] / diff * 2 / R
    np.fill_diagonal(der, 0.0)
    der = der[:, 1:-1]
    r, wi = R * (x[1:-1] + 1) / 2, w[1:-1]
    sq = np.sqrt(wi)
    T = 0.5 * (der.T * w) @ der / np.outer(sq, sq)
    y = (np.sqrt(4 * np.pi) * r * sq)[:, None] * (
        np.exp(-np.outer(r**2, expo)) @ c)
    t, wt = np.polynomial.legendre.leggauss(48)
    proj = np.array([(2 * l + 1) / 2 * wt * eval_legendre(l, t)
                     * 4 * np.pi / np.sqrt(2 * l + 1)
                     for l in range(lmax + 1)])
    rr, r2 = np.outer(r, r), r[:, None]**2 + r[None, :]**2
    X = np.zeros((lmax + 1, M, len(r), len(r)))
    for m, (a, g) in enumerate(GEMINALS):
        u = NORM[m] * np.exp(-(a + g) * r2 + 2 * g * rr * t[:, None, None])
        X[:, m] = np.tensordot(proj, u, axes=1) * np.outer(sq * r, sq * r)

    def dot(bra, ket):
        return bra.reshape(M, -1) @ ket.reshape(M, -1).T

    P = y @ y.T
    Q = np.eye(len(r)) - P
    A, b = np.zeros((M, M)), np.zeros(M)
    terms = {k: np.zeros((M, M)) for k in ("J1", "K1")}
    for l in range(lmax + 1):
        G = np.linalg.inv(2 * T + np.diag(l * (l + 1) / r**2))
        edge = (r / R)**(l + 1) * sq
        kernel = (((2 * l + 1) * G + R * np.outer(edge, edge))
                  / rr / np.outer(sq, sq))
        if l == 0:
            J = np.diag(2 * kernel @ (y**2).sum(axis=1))
        K = P * kernel / (2 * l + 1)
        f = T + np.diag(l * (l + 1) / (2 * r**2) - Z / r) + J - K
        terms["J1"] += dot(X[l], J @ X[l])
        terms["K1"] += dot(X[l], K @ X[l])
        if l == 0:
            orbital_energies = np.diag(y.T @ f @ y)
            terms["P2 J1"] = dot(X[0], J @ X[0] @ P)
            terms["P2 K1"] = dot(X[0], K @ X[0] @ P)
            terms["P1 J1"] = dot(X[0], P @ J @ X[0])
            terms["P1 K1"] = dot(X[0], P @ K @ X[0])
        tau = Q @ X[l] @ Q if l == 0 else X[l]
        A += dot(tau, f @ tau + tau @ f - 2 * eps_i * tau)
        source = kernel * np.outer(y[:, 0], y[:, 0]) / np.sqrt(2 * l + 1)
        b += np.einsum("mij,ij->m", tau, source)
    return A, b, terms, orbital_energies


good = 0.06 * 3.3**np.arange(8)
poor = 0.06 * 5.0**np.arange(5)
res, low = analytic(good), analytic(poor)
A, b = sum(res["general"].values()), sum(res["b"].values())
A_exact_orb = sum(res["exact_orb"].values())
A_grid, b_grid, grid_terms, eps_grid = radial_grid(
    good, res["c"], res["eps"][0])

# Tolerance 5e-6: finite resolution of the steepest orbital on the grid.
tol = 5e-6
assert np.allclose(eps_grid, res["eps"], rtol=0, atol=tol)
for name, matrix in grid_terms.items():
    assert np.allclose(matrix, res["mats"][name], rtol=0, atol=tol), name
assert np.allclose(A, A_grid, rtol=0, atol=10 * tol)  # sum of many terms
assert np.allclose(b, b_grid, rtol=0, atol=tol)
# The direct four-coordinate P1 P2 integral equals products of two-electron ones.
V = res["V"]
assert np.allclose(res["mats"]["P1 P2"],
                   np.einsum("mkl,nkl->mn", V, V), rtol=0, atol=1e-9)
assert max(max(fragments(x)) for x in {**TERMS, **FIVE}.values()) == 4
assert np.linalg.eigvalsh(A).min() > 0

coef = -np.linalg.solve(A, b)
pair_energy = b @ coef
grid_energy = -b_grid @ np.linalg.solve(A_grid, b_grid)
assert abs(pair_energy - grid_energy) < tol
gap_good = abs(A - A_exact_orb).max()
gap_poor = abs(sum(low["general"].values())
               - sum(low["exact_orb"].values())).max()
assert gap_good < 0.5 * gap_poor


def quad(matrix):
    return coef @ matrix @ coef


print("Be, orbital exponents (bohr^-2):", np.round(good, 4))
print("poor basis exponents (bohr^-2):", poor)
print(f"HF energy, 8 functions: {res['energy']:.6f} hartree")
print(f"HF energy, 5 functions: {low['energy']:.6f} hartree")
print("eps(1s), eps(2s): %.6f %.6f hartree" % tuple(res["eps"]))
for (a, g), x in zip(GEMINALS, coef):
    print(f"geminal a={a:.1f} g={g:.1f} bohr^-2, coefficient {x:.6f}")
print("Term <u|X|u> at the minimum; connected pieces; value (a.u.)")
for name, term in TERMS.items():
    print(f"  {name:6s} {fragments(term)} {quad(res['mats'][name]):.8f}")
for name, term in FIVE.items():
    print(f"  {name} {fragments(term)} (pieces only)")
for label, key in (("no orbital equation used", "general"),
                   ("orbital equation used", "exact_orb")):
    print(f"Quadratic part by electron count, {label} (hartree)")
    for rank, matrix in res[key].items():
        print(f"  {rank}: {quad(matrix):.8f}")
    print(f"  sum: {quad(sum(res[key].values())):.8f}")
print("Linear part 2<u|Q2/r12|1s1s> by electron count (hartree)")
for rank, vector in res["b"].items():
    print(f"  {rank}: {2 * vector @ coef:.8f}")
print(f"  sum: {2 * b @ coef:.8f}")
norm_tau = quad(res["mats"]["1"] - 2 * res["mats"]["P1"]
                + res["mats"]["P1 P2"])
print(f"<u|Q2|u> = {norm_tau:.8f} (no unit)")
print(f"pair energy, analytic: {pair_energy:.7f} hartree")
print(f"pair energy, grid:     {grid_energy:.7f} hartree")
ev = physical_constants["Hartree energy in eV"][0]
print(f"pair energy: {pair_energy * ev:.5f} eV")
print(f"largest matrix difference, analytic-grid: {abs(A-A_grid).max():.1e} hartree")
print(f"largest orbital-equation error, 8 functions: {gap_good:.3e} hartree")
print(f"largest orbital-equation error, 5 functions: {gap_poor:.3e} hartree")
print("PASS")
```

Printed output:

```
Be, orbital exponents (bohr^-2): [6.000000e-02 1.980000e-01 6.534000e-01 2.156200e+00 7.115500e+00
 2.348120e+01 7.748810e+01 2.557107e+02]
poor basis exponents (bohr^-2): [ 0.06  0.3   1.5   7.5  37.5 ]
HF energy, 8 functions: -14.562812 hartree
HF energy, 5 functions: -14.395327 hartree
eps(1s), eps(2s): -4.729341 -0.309123 hartree
geminal a=1.5 g=0.8 bohr^-2, coefficient -0.051311
geminal a=1.5 g=5.0 bohr^-2, coefficient -0.003573
geminal a=4.0 g=0.8 bohr^-2, coefficient -0.023384
geminal a=4.0 g=5.0 bohr^-2, coefficient -0.020632
geminal a=11.0 g=0.8 bohr^-2, coefficient 0.012738
geminal a=11.0 g=5.0 bohr^-2, coefficient -0.030621
Term <u|X|u> at the minimum; connected pieces; value (a.u.)
  1      [2] 0.00991616
  h1     [2] -0.05959114
  J1     [3] 0.05429829
  K1     [3] 0.02038252
  P1     [3] 0.00853970
  E1     [3] -0.04024792
  P2 h1  [3] -0.06505236
  P2 J1  [4] 0.04736581
  P2 K1  [4] 0.01964723
  P1 h1  [3] -0.06783227
  P1 J1  [4] 0.04735740
  P1 K1  [4] 0.01977656
  P1 P2  [2, 2] 0.00844822
  P1 P2 J1 [3, 2] (pieces only)
  P1 P2 K1 [3, 2] (pieces only)
Quadratic part by electron count, no orbital equation used (hartree)
  2: -0.02538842
  3: 0.22722080
  4: -0.16576050
  products: 0.00017128
  sum: 0.03624315
Quadratic part by electron count, orbital equation used (hartree)
  2: -0.02538842
  3: 0.11688341
  4: -0.05543715
  products: 0.00018349
  sum: 0.03624132
Linear part 2<u|Q2/r12|1s1s> by electron count (hartree)
  2: -0.49545784
  3: 0.84284390
  products: -0.41987237
  sum: -0.07248631
<u|Q2|u> = 0.00128498 (no unit)
pair energy, analytic: -0.0362432 hartree
pair energy, grid:     -0.0362432 hartree
pair energy: -0.98623 eV
largest matrix difference, analytic-grid: 8.7e-11 hartree
largest orbital-equation error, 8 functions: 6.192e-03 hartree
largest orbital-equation error, 5 functions: 1.414e-01 hartree
PASS
```
